**Self-consistent screening of a thermal crystalline membrane**

The program tests the result $\eta=4/(d_c+\sqrt{16-2d_c+d_c^2})$, where $\kappa_R\propto q^{-\eta}$ is the renormalised bending rigidity, $Y_R\propto q^{2-2\eta}$ the renormalised 2D Young modulus, and $d_c$ the number of height components. It asserts the elimination of in-plane strain by least squares, and the factors of the screened interaction by direct integration of a model with 2000 components per field. Quadrature in elliptic coordinates is compared with the gamma-function formulas, and the roots found by quadrature agree with the formula: 0.820852 for $d_c=1$ and 0.449490 for $d_c=4$. The full equations are also solved on a logarithmic grid from a deliberately wrong starting exponent of 0.70. That solution gives $\eta=0.82085$, a Young-modulus exponent of 0.35830 and the amplitude ratio 11.228, all asserted against the formulas. For $\kappa=1$ eV, $Y=2000$ eV/nm² and 300 K, the output shows $\kappa_R=120$ eV at a wavelength of 1000 nm, and an rms height of 0.858 nm in place of the harmonic 7.22 nm. The program also prints estimates of lattice, quantum, tension and vertex effects; of these, only the numerical convergence of the vertex integral is asserted.

## Numerical check

```python
"""
Result under test: in the self-consistent screening approximation (SCSA) a free
thermal crystalline membrane in two dimensions has kappa_R(q) ~ q**(-eta) and
Y_R(q) ~ q**(2-2*eta), eta = 4/(d_c + sqrt(16 - 2*d_c + d_c**2)),
which is 4/(1+sqrt(15)) for one height component (d_c = 1).

Symbols: kappa, Y   bare bending rigidity and 2D Young modulus
         kappa_R, Y_R  their thermally renormalised, wavenumber-dependent values
         T          thermal energy k_B*temperature
         q_star     sqrt(3*T*Y/(16*pi*kappa**2)), crossover wavenumber
         x = q/q_star,  f(x) = kappa_R/kappa,  g(x) = Y_R/Y
         bubble     integral that screens Y;  fock  integral that stiffens kappa
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import gamma

pi = np.pi


# ---- 1. Eliminating in-plane displacements leaves (Y/8)*(transverse part)^2 ----
rng = np.random.default_rng(3)
worst_elimination = 0.0
for _ in range(20):
    mu_lame, lam_lame = rng.uniform(0.3, 2.0, 2)
    qv = rng.normal(size=2)
    a = rng.normal(size=(2, 2))
    a = a + a.T                       # Fourier component of grad h grad h

    def weighted_strain(e):
        return np.append(np.sqrt(mu_lame) * e.ravel(),
                         np.sqrt(lam_lame / 2) * np.trace(e))

    columns = []
    for u in np.eye(2):
        columns.append(weighted_strain(0.5 * (np.outer(qv, u) + np.outer(u, qv))))
    matrix = np.array(columns).T
    target = weighted_strain(0.5 * a)
    u_best = np.linalg.lstsq(matrix, -target, rcond=None)[0]
    energy_min = np.sum((matrix @ u_best + target) ** 2)
    normal = np.array([-qv[1], qv[0]]) / np.linalg.norm(qv)
    young = 4 * mu_lame * (mu_lame + lam_lame) / (2 * mu_lame + lam_lame)
    energy_formula = young / 8 * (normal @ a @ normal) ** 2
    worst_elimination = max(worst_elimination, abs(energy_min - energy_formula))
assert worst_elimination < 1e-10


# ---- 2. Diagram factors: solvable model with many components ----
# Action |h1|^2/2 + |h2|^2/2 + (c/n)/8*(|h1|^2-|h2|^2)^2, n components each.
# Screened Fock term predicts n*(1 - <h1_a^2>) -> c/(1+c) at large n.
n_comp, coupling = 2000, 2.0
width = np.sqrt(2 * n_comp)
r2 = n_comp + np.linspace(-9, 9, 701) * width
log_density = (n_comp / 2 - 1) * np.log(r2 / n_comp) - (r2 - n_comp) / 2
log_weight = (log_density[:, None] + log_density[None, :]
              - coupling / n_comp / 8 * (r2[:, None] - r2[None, :]) ** 2)
weight = np.exp(log_weight - log_weight.max())
mean_square = np.sum(weight * r2[:, None]) / np.sum(weight) / n_comp
toy_direct = n_comp * (1 - mean_square)
toy_formula = coupling / (1 + coupling)
assert abs(toy_direct / toy_formula - 1) < 0.01


# ---- 3. The two scaling integrals: quadrature against gamma functions ----
def elliptic_nodes(mu_max, n_mu, n_nu):
    """Nodes for the plane with foci at 0 and at the unit external vector.
    Returns distances q and p to the foci, height y^4 and area weight/(2 pi)^2.
    Reversing the last axis exchanges q and p."""
    d_mu, d_nu = mu_max / n_mu, pi / n_nu
    m = ((np.arange(n_mu) + 0.5) * d_mu)[:, None]
    v = ((np.arange(n_nu) + 0.5) * d_nu)[None, :]
    q = np.sinh(m / 2) ** 2 + np.cos(v / 2) ** 2
    p = np.sinh(m / 2) ** 2 + np.sin(v / 2) ** 2
    y4 = (0.5 * np.sinh(m) * np.sin(v)) ** 4
    return q, p, y4, 2 * d_mu * d_nu * q * p / (2 * pi) ** 2


Q, P, Y4, W = elliptic_nodes(60.0, 1200, 60)


def bubble_quadrature(eta):
    return np.sum(W * Y4 * (Q * P) ** (eta - 4))


def fock_quadrature(eta):
    return np.sum(W * Y4 * Q ** (-2 - 2 * eta) * P ** (eta - 4))


def closed_integral(al, be):
    return (3 / (16 * pi) * gamma(al + be - 3) * gamma(3 - al) * gamma(3 - be)
            / (gamma(al) * gamma(be) * gamma(6 - al - be)))


def bubble_closed(eta):
    return closed_integral(2 - eta / 2, 2 - eta / 2)


def fock_closed(eta):
    return closed_integral(1 + eta, 2 - eta / 2)


for e in (0.4, 0.6, 0.8):
    assert abs(bubble_quadrature(e) / bubble_closed(e) - 1) < 1e-4
    assert abs(fock_quadrature(e) / fock_closed(e) - 1) < 1e-4
    ratio_formula = 4 * (1 - e ** 2) / (e * (4 - e))
    assert abs(fock_quadrature(e) / bubble_quadrature(e) / ratio_formula - 1) < 2e-4
one_loop = bubble_quadrature(0.0)
assert abs(one_loop / (3 / (16 * pi)) - 1) < 1e-4


def eta_formula(d_c):
    return 4 / (d_c + np.sqrt(16 - 2 * d_c + d_c ** 2))


def eta_quadrature(d_c):
    return brentq(lambda e: d_c * bubble_quadrature(e) - 2 * fock_quadrature(e),
                  0.2, 0.95)


eta = eta_formula(1)
eta_root = eta_quadrature(1)
eta_root4 = eta_quadrature(4)
assert abs(eta_root - eta) < 1e-4
assert abs(eta_root4 - eta_formula(4)) < 1e-4


# ---- 4. Full SCSA equations on a logarithmic grid, no power law imposed ----
nq, n_p, ny4, nw = elliptic_nodes(32.0, 200, 20)
kernel_bubble = nw * ny4 / (nq * n_p) ** 4      # symmetric in the two distances
kernel_fock = kernel_bubble


def solve_scsa(n_grid, start):
    log_x = np.linspace(np.log(1e-11), np.log(1e3), n_grid)
    step = log_x[1] - log_x[0]
    pos = (log_x[:, None, None] + np.log(nq)[None] - log_x[0]) / step
    pos = np.clip(pos, 0, n_grid - 1 - 1e-9)
    idx = pos.astype(np.int64)
    frac = pos - idx

    def at_nodes(values):
        slope = np.append(np.diff(values), 0.0)
        return values[idx] + frac * slope[idx]

    inv_x2 = np.exp(-2 * log_x)
    log_f = start(log_x)
    for count in range(1, 121):
        inv_f_q = np.exp(-at_nodes(log_f))
        inv_f_p = inv_f_q[:, :, ::-1]
        screen = (inv_f_q * inv_f_p * kernel_bubble).sum(axis=(1, 2))
        log_g = -np.log(1 + 8 * pi / 3 * inv_x2 * screen)
        stiff = (np.exp(at_nodes(log_g)) * inv_f_p * kernel_fock).sum(axis=(1, 2))
        new = np.log(1 + 16 * pi / 3 * inv_x2 * stiff)
        change = np.max(np.abs(new - log_f))
        log_f = log_f + 0.7 * (new - log_f)
        if change < 1e-7:
            break
    assert change < 1e-5, change
    return log_x, log_f, log_g, count


wrong_eta = 0.7                                  # deliberately wrong start
lx_c, lf_c, lg_c, _ = solve_scsa(
    100, lambda t: wrong_eta / 2 * np.log1p(np.exp(-2 * t)))
coarse_f = CubicSpline(lx_c, lf_c)
lx, lf, lg, n_iter = solve_scsa(200, coarse_f)
log_f_of, log_g_of = CubicSpline(lx, lf), CubicSpline(lx, lg)

t1, t2 = np.log(1e-9), np.log(1e-7)
eta_grid = -(log_f_of(t2) - log_f_of(t1)) / (t2 - t1)
eta_u_grid = (log_g_of(t2) - log_g_of(t1)) / (t2 - t1)
assert abs(eta_grid - eta) < 2e-3
assert abs(eta_u_grid - (2 - 2 * eta)) < 4e-3
t0 = np.log(1e-8)
universal_grid = 16 * pi / 3 * np.exp(log_g_of(t0) - 2 * log_f_of(t0) - 2 * t0)
universal_formula = 2 / bubble_closed(eta)
assert abs(universal_grid / universal_formula - 1) < 0.01
amplitude = np.exp(log_f_of(t0) + eta * t0)
i_uv = np.argmin(np.abs(lx - np.log(30.0)))
uv_check = np.expm1(lf[i_uv]) * np.exp(2 * lx[i_uv])
assert abs(uv_check - 1) < 0.03                  # first-order law at large q


# ---- 5. Size of the neglected one-loop vertex correction (scaling regime) ----
def cross(a, b):
    return a[0] * b[1] - a[1] * b[0]


def vertex_correction(n):
    """Relative correction for external momenta k, k2 and k-k2 of equal length."""
    k, k2 = (1.0, 0.0), (0.5, np.sqrt(3) / 2)
    transfer = (k[0] - k2[0], k[1] - k2[1])
    lr = (-8 + 16 * (np.arange(n) + 0.5) / n)[:, None]
    ang = (2 * pi * (np.arange(n) + 0.5) / n)[None, :]
    r = np.exp(lr)
    p = (r * np.cos(ang), r * np.sin(ang))
    a = (k[0] - p[0], k[1] - p[1])
    b = (k2[0] - p[0], k2[1] - p[1])
    integrand = (r ** (-2 - 2 * eta) * cross(k, p) ** 2 * cross(k2, p) ** 2
                 * cross(a, transfer) ** 2 / cross(k, transfer) ** 2
                 * (np.hypot(*a) * np.hypot(*b)) ** (eta - 4))
    area = r ** 2 * (16 / n) * (2 * pi / n) / (2 * pi) ** 2
    return -2 / bubble_closed(eta) * np.sum(integrand * area)


vertex = vertex_correction(600)
assert abs(vertex_correction(300) / vertex - 1) < 0.01


# ---- 6. Worked example: round parameters, rough regime of suspended graphene ----
kappa = 1.0              # eV
young_2d = 2000.0        # eV/nm^2
temperature = 300.0      # K
areal_mass = 7.6e-7      # kg/m^2, rough
lattice = 0.25           # nm, rough
sheet = 1000.0           # nm
ev = const.e
T = const.k * temperature / ev
q_star = np.sqrt(3 * T * young_2d / (16 * pi * kappa ** 2))
wavelengths = np.array([10.0, 100.0, 1000.0])
log_xs = np.log(2 * pi / wavelengths / q_star)
kappa_r = kappa * np.exp(log_f_of(log_xs))
young_r = young_2d * np.exp(log_g_of(log_xs))
grid_error = np.max(np.abs(np.exp(coarse_f(log_xs) - log_f_of(log_xs)) - 1))
assert grid_error < 0.02

q_min, q_max = 2 * pi / sheet, pi / lattice


def rms_height(rigidity, length):
    def density(t):                              # t = ln q
        return T / (2 * pi * rigidity(t) * np.exp(2 * t))
    low = np.log(2 * pi / length)
    return np.sqrt(quad(density, low, np.log(q_max), limit=200)[0])


def screened_rigidity(t):
    return kappa * np.exp(log_f_of(t - np.log(q_star)))


h_harmonic = rms_height(lambda t: kappa, sheet)
h_screened = rms_height(screened_rigidity, sheet)
h_longer = rms_height(screened_rigidity, 100 * sheet)
h_longest = rms_height(screened_rigidity, 1000 * sheet)
roughness = np.log(h_longest / h_longer) / np.log(10)
assert abs(roughness - (1 - eta / 2)) < 0.005

cutoff_share = 0.5 * (q_star / q_max) ** 2
flexural_mev = (const.hbar * np.sqrt(kappa * ev / areal_mass)
                * (q_star * 1e9) ** 2 / ev * 1e3)
sound = np.sqrt(young_2d * ev * 1e18 / areal_mass)
inplane_mev = const.hbar * sound * q_star * 1e9 / ev * 1e3
quantum_share = (inplane_mev / (T * 1e3)) ** 2 / 12
tension = kappa_r[-1] * q_min ** 2 * ev * 1e18 * 1e3      # mN/m

print("TESTS")
print(f"in-plane elimination, worst error         {worst_elimination:.1e}")
print(f"many-component model, direct              {toy_direct:.4f}")
print(f"many-component model, screened formula    {toy_formula:.4f}")
print(f"one-loop integral, quadrature             {one_loop:.6f}")
print(f"one-loop integral, 3/(16 pi)              {3 / (16 * pi):.6f}")
print(f"bubble integral at eta, quadrature        {bubble_quadrature(eta):.6f}")
print(f"bubble integral at eta, gamma formula     {bubble_closed(eta):.6f}")
print(f"Fock integral at eta, quadrature          {fock_quadrature(eta):.6f}")
print(f"Fock integral at eta, gamma formula       {fock_closed(eta):.6f}")
print(f"eta, d_c=1, formula                       {eta:.6f}")
print(f"eta, d_c=1, root from quadrature          {eta_root:.6f}")
print(f"eta, d_c=4, formula                       {eta_formula(4):.6f}")
print(f"eta, d_c=4, root from quadrature          {eta_root4:.6f}")
print("FULL SCSA SOLUTION ON A GRID")
print(f"starting exponent (wrong on purpose)      {wrong_eta:.2f}")
print(f"iterations on the fine grid               {n_iter}")
print(f"eta from grid, q/q* = 1e-9 to 1e-7        {eta_grid:.5f}")
print(f"exponent of Y_R from grid                 {eta_u_grid:.5f}")
print(f"exponent of Y_R, 2-2*eta                  {2 - 2 * eta:.5f}")
print(f"T*Y_R/(kappa_R^2 q^2), grid               {universal_grid:.3f}")
print(f"T*Y_R/(kappa_R^2 q^2), formula            {universal_formula:.3f}")
print(f"amplitude of (q*/q)^eta in kappa_R/kappa  {amplitude:.3f}")
print(f"(kappa_R/kappa-1)*(q/q*)^2 near q=30 q*   {uv_check:.4f}")
print("EXAMPLE")
print(f"bending rigidity                          {kappa:.1f} eV")
print(f"2D Young modulus                          {young_2d:.0f} eV/nm^2")
print(f"2D Young modulus, converted               {young_2d * ev * 1e18:.0f} N/m")
print(f"temperature                               {temperature:.0f} K")
print(f"thermal energy                            {T * 1e3:.2f} meV")
print(f"crossover wavenumber q*                   {q_star:.3f} 1/nm")
print(f"crossover wavelength                      {2 * pi / q_star:.2f} nm")
for wl, kr, yr in zip(wavelengths, kappa_r, young_r):
    print(f"wavelength {wl:5.0f} nm: kappa_R {kr:.3g} eV, Y_R {yr:.3g} eV/nm^2")
print(f"kappa_R change, coarse to fine grid       {100 * grid_error:.2f} %")
print(f"sheet size                                {sheet:.0f} nm")
print(f"rms height, harmonic                      {h_harmonic:.2f} nm")
print(f"rms height, screened                      {h_screened:.3f} nm")
print(f"roughness exponent from heights           {roughness:.4f}")
print(f"roughness exponent, 1-eta/2               {1 - eta / 2:.4f}")
print("NEGLECTED EFFECTS")
print(f"lattice spacing (rough)                   {lattice:.2f} nm")
print(f"areal mass (rough)                        {areal_mass:.1e} kg/m^2")
print(f"kappa share of modes past lattice cutoff  {100 * cutoff_share:.1f} %")
print(f"flexural quantum at q*                    {flexural_mev:.2f} meV")
print(f"in-plane quantum at q*                    {inplane_mev:.1f} meV")
print(f"in-plane quantum correction at q*, rough  {100 * quantum_share:.0f} %")
print(f"tension equal to bending at 1000 nm       {tension:.2f} mN/m")
print(f"one-loop vertex correction, equilateral   {vertex:.3f}")
print("PASS")
```

Output:

```
TESTS
in-plane elimination, worst error         3.6e-15
many-component model, direct              0.6664
many-component model, screened formula    0.6667
one-loop integral, quadrature             0.059683
one-loop integral, 3/(16 pi)              0.059683
bubble integral at eta, quadrature        0.178132
bubble integral at eta, gamma formula     0.178132
Fock integral at eta, quadrature          0.089066
Fock integral at eta, gamma formula       0.089066
eta, d_c=1, formula                       0.820852
eta, d_c=1, root from quadrature          0.820852
eta, d_c=4, formula                       0.449490
eta, d_c=4, root from quadrature          0.449490
FULL SCSA SOLUTION ON A GRID
starting exponent (wrong on purpose)      0.70
iterations on the fine grid               16
eta from grid, q/q* = 1e-9 to 1e-7        0.82085
exponent of Y_R from grid                 0.35830
exponent of Y_R, 2-2*eta                  0.35830
T*Y_R/(kappa_R^2 q^2), grid               11.228
T*Y_R/(kappa_R^2 q^2), formula            11.228
amplitude of (q*/q)^eta in kappa_R/kappa  1.177
(kappa_R/kappa-1)*(q/q*)^2 near q=30 q*   0.9940
EXAMPLE
bending rigidity                          1.0 eV
2D Young modulus                          2000 eV/nm^2
2D Young modulus, converted               320 N/m
temperature                               300 K
thermal energy                            25.85 meV
crossover wavenumber q*                   1.757 1/nm
crossover wavelength                      3.58 nm
wavelength    10 nm: kappa_R 2.9 eV, Y_R 1.25e+03 eV/nm^2
wavelength   100 nm: kappa_R 18.1 eV, Y_R 563 eV/nm^2
wavelength  1000 nm: kappa_R 120 eV, Y_R 247 eV/nm^2
kappa_R change, coarse to fine grid       0.05 %
sheet size                                1000 nm
rms height, harmonic                      7.22 nm
rms height, screened                      0.858 nm
roughness exponent from heights           0.5896
roughness exponent, 1-eta/2               0.5896
NEGLECTED EFFECTS
lattice spacing (rough)                   0.25 nm
areal mass (rough)                        7.6e-07 kg/m^2
kappa share of modes past lattice cutoff  1.0 %
flexural quantum at q*                    0.93 meV
in-plane quantum at q*                    23.7 meV
in-plane quantum correction at q*, rough  7 %
tension equal to bending at 1000 nm       0.76 mN/m
one-loop vertex correction, equilateral   -0.158
PASS
```
